# Does a Small Imaginary Frequency Always Signal a Saddle?

**Q:** My optimized molecule has one imaginary frequency, $30i\ \mathrm{cm^{-1}}$, belonging to a methyl torsion. One negative Hessian eigenvalue means a first-order saddle, so the structure isn't a minimum. What is there to discuss?

**A:** Whether the eigenvalue belongs to the energy surface or to the errors of the calculation. A first-order saddle is a stationary point at which the Hessian of the surface has one negative eigenvalue, apart from the zero modes of overall motion. You have a computed Hessian, at a point that is stationary only within a tolerance.

**Q:** Surely a decent calculation doesn't get a frequency wrong by 30 wavenumbers. My bond stretches move by far less than that when I change the settings.

**A:** The error enters the curvature, and the frequency is its square root. Let a mode have moment of inertia $I$, true curvature $k$ and curvature error $\Delta k$. In atomic units, with $\hbar=1$,

$$\omega^2=\frac{k}{I},\qquad \omega'^2=\frac{k+\Delta k}{I}=\omega^2+\frac{\Delta k}{I}.$$

If the error is small compared with $k$, expanding the root gives

$$\omega'=\omega\sqrt{1+\frac{\Delta k}{I\omega^2}}\approx\omega+\frac{\Delta k}{2I\omega}.$$

The shift is inversely proportional to $\omega$. Take $\Delta k/I=-(30\ \mathrm{cm^{-1}})^2$. A mode at $1000\ \mathrm{cm^{-1}}$ moves by $-900/2000=-0.45\ \mathrm{cm^{-1}}$. A mode at $30\ \mathrm{cm^{-1}}$ goes to zero, and twice that error makes it $30i\ \mathrm{cm^{-1}}$. The steadiness of your stretches therefore says little about the torsion.

**Q:** How large an energy error does that take?

**A:** We need a model. Let three hydrogens of mass $m_{\mathrm H}$, at distance $\rho$ from the axis, turn against a fixed frame, so that $I=3m_{\mathrm H}\rho^2$. Let the true potential be

$$V(\phi)=\frac{V_3}{2}(1-\cos3\phi),\qquad V''(\phi)=\frac{9V_3}{2}\cos3\phi .$$

At the minimum $\phi=0$ the curvature is $k=9V_3/2$. Now add a ripple $\varepsilon\cos m\phi$ from the integration grid. Its second derivative is $-m^2\varepsilon\cos m\phi$, so in this phase, the worst one for $\varepsilon>0$,

$$k'=k-m^2\varepsilon .$$

The sign reverses when $\varepsilon$ exceeds

$$\varepsilon^*=\frac{k}{m^2}=\frac{I\omega^2}{m^2}.$$

More generally, moving the squared frequency from $\omega^2$ to $\omega'^2$ takes $\varepsilon=I(\omega^2-\omega'^2)/m^2$.

**Q:** You can make that as small as you like by choosing a large $m$.

**A:** For the top alone, symmetry supplies the lowest $m$. Let the angular grids around the atoms have octahedral symmetry and keep their orientation in space when the top turns. Put the torsion axis along a fourfold axis of the grid. The grid error of an isolated top is then unchanged when the top turns by $90^\circ$, because the grid looks the same, and by $120^\circ$, because the top looks the same. It must also repeat after $120^\circ-90^\circ=30^\circ$. The ripple contains the orders $m=12,24,36,\dots$ A fixed frame can add the other multiples of 3; the model leaves them out and takes $m=12$.

With a C–H length of 1.09 Å and tetrahedral angles, $\rho=1.942\,a_0$ and $I=2.079\times10^4\,m_e a_0^2$. A frequency of $30\ \mathrm{cm^{-1}}$ is $1.367\times10^{-4}\,E_h$, so

$$k=(2.079\times10^4)(1.367\times10^{-4})^2=3.88\times10^{-4}\ E_h/\mathrm{rad^2},$$

$$\varepsilon^*=\frac{3.88\times10^{-4}}{144}=2.7\times10^{-6}\ E_h .$$

A search for the lowest point of the rippled potential, which uses no curvature formula, finds the same threshold. Since $\varepsilon^*\propto\omega^2$, a $10\ \mathrm{cm^{-1}}$ mode needs only 0.30 microhartree, and a $100\ \mathrm{cm^{-1}}$ mode needs 30. To lower your mode from 30 to $10\ \mathrm{cm^{-1}}$ takes $(900-100)/900$ of the threshold, or 2.4 microhartree. To turn it into $30i\ \mathrm{cm^{-1}}$ takes twice the threshold, 5.4 microhartree.

**Q:** But then the computed surface really does have a maximum along the torsion. Isn't that a saddle after all?

**A:** Of the computed surface, yes; of the surface it approximates, no. At twice the threshold the false maximum stands $0.52\ \mathrm{cm^{-1}}$ above false minima about $9^\circ$ away. Compare a real maximum of this threefold potential. Its curvature is $-9V_3/2$, so it too would give $30i\ \mathrm{cm^{-1}}$, but the energy would fall by $V_3=18.9\ \mathrm{cm^{-1}}$ on the way down.

For the quantum ground level the ripple hardly matters. Diagonalizing the rotor Hamiltonian puts the ground level $8.5\ \mathrm{cm^{-1}}$ above the bottom of the unrippled well, and the ripple shifts it by about $-0.001\ \mathrm{cm^{-1}}$. That level also differs from the harmonic value $\omega/2=15\ \mathrm{cm^{-1}}$. The barrier is so low that the harmonic frequency describes the curvature at one point and is a poor guide to the levels.

**Q:** Fine, but is real grid noise as large as a few microhartree?

**A:** Measure it where the answer is known. Turn methane rigidly about one C–H bond. Its true energy is constant, and the three moving hydrogens have the moment of inertia used above. Hartree–Fock, which needs no such grid, changes by about $10^{-14}\,E_h$ between two orientations. PBE/6-31G, with 30 radial shells per atom and no pruning, does not stay constant. In the table, $A$ is half the peak-to-peak energy variation over the sampled angles, and $\kappa$ is the false energy curvature at two orientations, in $10^{-3}\,E_h/\mathrm{rad^2}$.

| Angular points | $A$ ($10^{-6}E_h$) | $\kappa(0^\circ)$ | $\kappa(15^\circ)$ |
|---:|---:|---:|---:|
| 50 | 302 | −40.4 | 46.7 |
| 110 | 46.5 | −4.39 | 8.86 |
| 194 | 5.25 | 0.72 | 2.02 |
| 302 | 0.73 | 0.18 | 0.51 |

Add $\kappa$ to the true $k=0.388$ in the same units. With 110 points at $0^\circ$ the sum is $-4.00$, and the apparent frequency is

$$30\sqrt{\frac{4.00}{0.388}}\;i\approx96i\ \mathrm{cm^{-1}}.$$

With 50 points it is about $304i\ \mathrm{cm^{-1}}$. These sums assume that a torsion has the same grid error as the turning methane. That is not tested here, and in a torsion only part of the molecule turns, so read the frequencies as illustrations.

**Q:** With 194 and 302 points both curvatures are positive. So finer grids can't produce an imaginary frequency?

**A:** They can if the mode is soft enough, because two orientations are not all orientations. The ripple is periodic, so its slope returns to the same value after one period $P=30^\circ$:

$$\int_0^{P}\kappa(\phi)\,d\phi=E'(P)-E'(0)=0 .$$

The ripple is also symmetric about $0^\circ$ and $15^\circ$, so its slope vanishes at both and the integral from $0^\circ$ to $15^\circ$ is zero as well. If $\kappa$ is positive at $0^\circ$ and $15^\circ$, it must be negative somewhere between. A mode whose true curvature is smaller than $|\kappa|$ at that orientation would appear imaginary. For the $30\ \mathrm{cm^{-1}}$ mode $\kappa$ would have to fall below $-0.388$. A scan over the angles between shows that with 194 points it does, reaching about $-1.4$ near $7^\circ$, or $49i\ \mathrm{cm^{-1}}$. With 302 points it reaches about $-0.36$ near $9^\circ$, which leaves a real frequency of about $9\ \mathrm{cm^{-1}}$.

The positive values carry their own warning. Suppose the structure were a real saddle with $k=-0.388$. With 302 points at $15^\circ$ the sum would be $-0.388+0.507=0.119$, a real frequency of about $17\ \mathrm{cm^{-1}}$. Noise can hide a saddle as well as invent one.

**Q:** Yet 0.73 microhartree is well below your threshold of 2.7. Why is the curvature error still larger than $k$?

**A:** The threshold was for $m=12$ alone. A pure twelvefold ripple would have $|\kappa|/A=144$ at its extrema. At $15^\circ$ the ratios are about 155, 191, 385 and 697 from the coarsest grid to the finest, with $A$ taken from the sampled angles. A finer scan raises $A$ to 5.35 and 0.77 for the two finest grids and lowers their ratios to about 378 and 658. The excess comes from higher orders, which count by $m^2$. For $m=24$ the threshold is four times smaller, 0.67 microhartree. A small energy ripple is therefore not enough to guarantee a small curvature error.

The curvatures come from a six-term cosine series through six energies. Its interpolation was tested for the 110-point grid, so I would treat the 302-point curvatures as estimates. The values also depend on the radial grid: with 50 shells instead of 30, $\kappa$ at $0^\circ$ and $15^\circ$ becomes 0.70 and 1.87 for 194 points and 0.13 and 0.49 for 302, and the hidden saddle above would appear near 15 rather than $17\ \mathrm{cm^{-1}}$.

**Q:** My program differentiates gradients, not energies. Does that remove the problem?

**A:** It changes the error. Analytic gradients may leave out the response of the grid points and weights to nuclear motion, as those used here do. They are then not the exact derivatives of the computed energy. For the 194-point grid, differencing such gradients over $\pm3^\circ$ about $0^\circ$ gives a false curvature of $-3.68\times10^{-4}\,E_h/\mathrm{rad^2}$, whereas the energy series gives $+7.2\times10^{-4}$ at $0^\circ$ itself. The step does not account for the opposite signs: averaged over the same $\pm3^\circ$, the energy curvature is still $+4.1\times10^{-4}$. With this step the gradient value nearly cancels $k$: the sum is $0.20\times10^{-4}$, and a $30\ \mathrm{cm^{-1}}$ mode would appear near $7\ \mathrm{cm^{-1}}$. A Hessian normally uses a much smaller step, and the sum changes with it: over $\pm0.5^\circ$ the gradient value is $-5.1\times10^{-4}$, the sum is $-1.2\times10^{-4}$, and the mode would appear near $17i\ \mathrm{cm^{-1}}$. With 302 points the same $\pm3^\circ$ difference gives an error of only $0.24\times10^{-4}$.

Loose SCF convergence adds another error. Write $\tau=dV/d\phi$ and let the values at $\pm h$ have independent errors of standard deviation $\sigma$. Then

$$k_{\rm fd}=\frac{\tau(h)-\tau(-h)}{2h},\qquad \sigma_k^2=\frac{\sigma^2+\sigma^2}{4h^2},\qquad \sigma_k=\frac{\sigma}{\sqrt2\,h}.$$

For Gaussian errors the probability of a negative result is $\tfrac12\operatorname{erfc}[k/(\sqrt2\sigma_k)]$. A step of $0.01\,a_0$ along the arc is $h=0.00515$ rad. Setting $\sigma_k=k$ gives $\sigma=\sqrt2\,hk=2.8\times10^{-6}\,E_h/\mathrm{rad}$, and the sign is then wrong about 16% of the time. This estimate holds only for independent errors. An error common to both displacements cancels, and SCF runs at neighbouring geometries can share most of their error, so loose convergence may do much less harm than this.

**Q:** Suppose the grid and the SCF are perfect. My geometry did meet its force tolerance.

**A:** Compare the tolerance with the largest force the torsion can exert. From the potential,

$$\tau=\frac{3V_3}{2}\sin3\phi=\tau_{\max}\sin3\phi,\qquad \tau_{\max}=\frac{3V_3}{2}=\frac{k}{3}.$$

The curvature along the angle is $k\cos3\phi$. Between the minimum and the first inflection point the cosine is positive, so

$$k'=k\sqrt{1-(\tau/\tau_{\max})^2}.$$

At $\tau=0.8\,\tau_{\max}$ the root is 0.6, and the frequency falls to $30\sqrt{0.6}=23\ \mathrm{cm^{-1}}$. Beyond the inflection point, at $\phi=30^\circ$, the same torque goes with a negative curvature.

Here $\tau_{\max}=1.3\times10^{-4}\,E_h/\mathrm{rad}$. Shared by three hydrogens it is a force of $\tau_{\max}/(3\rho)=2.2\times10^{-5}\,E_h/a_0$ on each. If the tolerance is $3\times10^{-4}\,E_h/a_0$, every torsion angle passes the force test. An optimizer that tests forces alone, and not also the predicted step, may stop where the surface really curves downward, at a point that is not stationary and so is no saddle.

**Q:** And if the torsion angle is right, but the bonds are slightly off?

**A:** That can be worse. A Cartesian Hessian moves atoms along straight lines. If each hydrogen moves by $s$ along its tangent, then to second order

$$\phi\approx\frac{s}{\rho},\qquad \sqrt{\rho^2+s^2}-\rho\approx\frac{s^2}{2\rho}.$$

Let $f=\partial V/\partial\rho$ be the residual radial gradient on each hydrogen. The energy change is

$$\Delta V=\frac{k}{2}\frac{s^2}{\rho^2}+3f\,\frac{s^2}{2\rho}
=\frac12\,(k+3\rho f)\left(\frac{s}{\rho}\right)^2 .$$

The stretching force constant enters only at order $s^4$, since the change in $\rho$ is already of order $s^2$. The kinetic energy is $\tfrac32m_{\mathrm H}\dot s^2=\tfrac12I(\dot s/\rho)^2$, so the effective curvature is

$$k'=k+3\rho f .$$

When the hydrogens are too close to the axis, $f<0$ and the torsion softens; when they are too far out, it stiffens. Reversal requires

$$f<-\frac{k}{3\rho}=-\frac{3.88\times10^{-4}}{3(1.942)}=-6.7\times10^{-5}\ E_h/a_0 .$$

At $f=-1\times10^{-4}\,E_h/a_0$ the frequency is $21i\ \mathrm{cm^{-1}}$, and at $-3\times10^{-4}$ it is $56i\ \mathrm{cm^{-1}}$. Diagonalizing the full in-plane Cartesian Hessian of a three-particle model confirms the formula. The potential has a true minimum nearby; the Hessian was taken at the wrong point.

**Q:** So should I ignore small imaginary frequencies?

**A:** No. A flat maximum has a small imaginary frequency too. Tighten the geometry and the SCF first. Even on a perfect grid, a residual force can reverse the sign, and so can SCF errors that differ enough between the displacements. Then refine the grid and repeat the Hessian with the molecule turned relative to it. The spread gives an estimate of $\Delta k$, and a frequency well below $\sqrt{|\Delta k|/I}$ has an undetermined sign, whether it is printed as real or imaginary.

Finally, on the refined grid, displace the structure along the mode in both directions, far enough to leave the range of one ripple, and reoptimize. The grid must be good enough for this, because a ripple a few times the threshold can create further false minima that stop the optimizer. In the model above, a real saddle leads down by $19\ \mathrm{cm^{-1}}$ to a distinct minimum, while the false one yields half a wavenumber. If the negative curvature survives and exceeds its measured error, you have good evidence for a saddle. The numerical output below gives most of the values used here; its "worse orientation" is the one with the lower curvature, not always the one with the larger error.

## Table of computed values

```
C-H length: 1.09 angstrom; rho: 1.9420 bohr
Moment of inertia of top: 20785.7 m_e bohr^2
True harmonic frequency: 30.0 cm^-1
True curvature k: 3.8836e-04 hartree/rad^2
Threefold barrier V3: 8.6303e-05 hartree = 18.94 cm^-1
Ripple threshold, formula: 2.697 microhartree
Ripple threshold, from scan: 2.697 microhartree
  ripple to reverse 10 cm^-1: 0.300 microhartree
  ripple to reverse 30 cm^-1: 2.697 microhartree
  ripple to reverse 50 cm^-1: 7.492 microhartree
  ripple to reverse 100 cm^-1: 29.966 microhartree
Doubled ripple: 5.394 microhartree = 1.184 cm^-1
  apparent frequency: -30.00 cm^-1
  false barrier: 0.519 cm^-1, false minimum at 9.26 degrees
  rotor ground level: 8.543 cm^-1, shift by ripple: -0.00091 cm^-1
Difference step: 0.01 bohr arc = 0.00515 rad
Torque error making sigma_k = k: 2.828e-06 hartree/rad
False-negative probability: formula 0.1587, sampled 0.1581
Largest torsional torque: 1.295e-04 hartree/rad
  as force on each H: 2.222e-05 hartree/bohr
Frequency at 0.8 of largest torque: 23.24 cm^-1
Radial gradient on each H reversing sign: -6.666e-05 hartree/bohr
  radial gradient 0.0e+00 hartree/bohr: frequency 30.00 cm^-1
  radial gradient -1.0e-04 hartree/bohr: frequency -21.22 cm^-1
  radial gradient -3.0e-04 hartree/bohr: frequency -56.13 cm^-1
Hartree-Fock energy change on turning: 2.1e-14 hartree
PBE/6-31G methane, 30 radial shells per atom, no pruning
Angular points 50: half peak-to-peak 302.1030 microhartree
  energy curvature at 0, 15 deg: -4.037e-02, 4.671e-02 hartree/rad^2
  equivalent frequencies: -305.85, 329.01 cm^-1
  30 cm^-1 mode, worse orientation: -304.37 cm^-1
  gradient-difference curvature at 0 deg: 3.467e-02 hartree/rad^2 (283.46 cm^-1)
Angular points 110: half peak-to-peak 46.4606 microhartree
  energy curvature at 0, 15 deg: -4.388e-03, 8.860e-03 hartree/rad^2
  equivalent frequencies: -100.84, 143.29 cm^-1
  30 cm^-1 mode, worse orientation: -96.27 cm^-1
  gradient-difference curvature at 0 deg: 2.003e-03 hartree/rad^2 (68.13 cm^-1)
Angular points 194: half peak-to-peak 5.2525 microhartree
  energy curvature at 0, 15 deg: 7.169e-04, 2.022e-03 hartree/rad^2
  equivalent frequencies: 40.76, 68.45 cm^-1
  30 cm^-1 mode, worse orientation: 50.61 cm^-1
  gradient-difference curvature at 0 deg: -3.681e-04 hartree/rad^2 (-29.21 cm^-1)
Angular points 302: half peak-to-peak 0.7282 microhartree
  energy curvature at 0, 15 deg: 1.829e-04, 5.073e-04 hartree/rad^2
  equivalent frequencies: 20.59, 34.29 cm^-1
  30 cm^-1 mode, worse orientation: 36.39 cm^-1
  gradient-difference curvature at 0 deg: 2.448e-05 hartree/rad^2 (7.53 cm^-1)
Energy mismatch after 30 deg, 110 points: 4.3e-14 hartree
```
